# Mean and variance of directional hopping on randomly oriented bonds: test program

```python
"""Hopping between parallel p_z orbitals on randomly directed bonds.

Result under test: t = V cos(theta)^2, with bond directions uniform on the
sphere, has mean V/3 and variance 4 V^2/45.
V      hopping of a bond parallel to the z axis (eV)
theta  angle between the bond and the z axis; phi is its azimuth
With a pi coupling, t = V_sigma cos^2 + V_pi sin^2, the mean is
(V_sigma + 2 V_pi)/3 and the variance 4 (V_sigma - V_pi)^2/45.
"""
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.constants import physical_constants
from pyscf import gto

V = 1.5
mean_formula = V / 3
var_formula = 4 * V**2 / 45


def hopping(theta):
    return V * np.cos(theta)**2


# Moments from the definition: integration over the full solid angle.
def sphere_average(func):
    value, _ = dblquad(lambda theta, phi: func(theta) * np.sin(theta),
                       0, 2 * np.pi, 0, np.pi)
    return value / (4 * np.pi)


mean_quad = sphere_average(hopping)
square_quad = sphere_average(lambda th: hopping(th)**2)
var_quad = sphere_average(lambda th: (hopping(th) - mean_quad)**2)
assert abs(mean_quad - mean_formula) < 1e-9
assert abs(var_quad - var_formula) < 1e-9
sd_quad = np.sqrt(var_quad)
assert abs(sd_quad / mean_quad - 2 / np.sqrt(5)) < 1e-9

# Random directions from normalized Gaussian vectors.
rng = np.random.default_rng(12345)
n_samples = 400000


def random_directions(count):
    vectors = rng.normal(size=(count, 3))
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


t_sample = V * random_directions(n_samples)[:, 2]**2
mean_mc, var_mc = t_sample.mean(), t_sample.var()
mean_error = t_sample.std() / np.sqrt(n_samples)
var_error = ((t_sample - mean_mc)**2).std() / np.sqrt(n_samples)
# Five standard errors allow for the sampling noise.
assert abs(mean_mc - mean_formula) < 5 * mean_error
assert abs(var_mc - var_formula) < 5 * var_error

# Cumulative distribution: P(t < x) = sqrt(x/V).
for ratio in (0.04, 0.25, 0.64):
    fraction = np.mean(t_sample < ratio * V)
    assert abs(fraction - np.sqrt(ratio)) < 5 * 0.5 / np.sqrt(n_samples)
weak_fraction = np.mean(t_sample < V / 4)

# The wrong measure: theta itself uniform between 0 and pi.
mean_wrong = quad(hopping, 0, np.pi)[0] / np.pi
var_wrong = quad(lambda th: (hopping(th) - mean_wrong)**2,
                 0, np.pi)[0] / np.pi
assert abs(mean_wrong - V / 2) < 1e-9
assert abs(var_wrong - V**2 / 8) < 1e-9

# Sum of four hoppings at a site: independent bonds.
sum_independent = sum(V * random_directions(n_samples)[:, 2]**2
                      for _ in range(4))
var_sum = sum_independent.var()
sum_var_error = ((sum_independent - sum_independent.mean())**2).std()
sum_var_error /= np.sqrt(n_samples)
assert abs(var_sum - 16 * V**2 / 45) < 5 * sum_var_error

# Rigid tetrahedron: the z axis points randomly in the frame of its bonds.
tetrahedron = np.array([[1, 1, 1], [1, -1, -1],
                        [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
t_tetra = V * (random_directions(n_samples) @ tetrahedron.T)**2
sum_tetra = t_tetra.sum(axis=1)
assert np.max(np.abs(sum_tetra - 4 * V / 3)) < 1e-10
var_tetra_bond = t_tetra[:, 0].var()
assert abs(var_tetra_bond - var_formula) < 5 * var_error

# Two-centre matrix elements of kinetic energy plus two unit point charges.
hartree_ev = physical_constants["Hartree energy in eV"][0]
distance = 3.0   # bohr
exponent = 0.5   # inverse square bohr


def matrix_elements(cos_theta, phi):
    sin_theta = np.sqrt(1 - cos_theta**2)
    end = distance * np.array([sin_theta * np.cos(phi),
                               sin_theta * np.sin(phi), cos_theta])
    mol = gto.M(atom=[["H", (0.0, 0.0, 0.0)], ["H", tuple(end)]],
                basis={"H": [[0, [exponent, 1.0]], [1, [exponent, 1.0]]]},
                unit="Bohr", verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    # Orbital order on each centre: s, p_x, p_y, p_z.
    return h[0, 4] * hartree_ev, h[3, 7] * hartree_ev


v_ss, v_sigma = matrix_elements(1.0, 0.0)
_, v_pi = matrix_elements(0.0, 0.0)
assert abs(v_sigma - v_pi) > 0.1   # the angular test is not trivial
nodes, node_weights = np.polynomial.legendre.leggauss(6)
azimuths = 0.3 + 2 * np.pi * np.arange(4) / 4.7
s_values, p_values, weights = [], [], []
for c, w in zip(nodes, node_weights):
    for phi in azimuths:
        s_element, p_element = matrix_elements(c, phi)
        law = v_sigma * c**2 + v_pi * (1 - c**2)
        assert abs(p_element - law) < 1e-8
        s_values.append(s_element)
        p_values.append(p_element)
        weights.append(w / 2 / len(azimuths))
s_values, p_values = np.array(s_values), np.array(p_values)
weights = np.array(weights)
s_spread = np.max(np.abs(s_values - v_ss))
assert s_spread < 1e-8
p_mean = weights @ p_values
p_var = weights @ (p_values - p_mean)**2
assert abs(p_mean - (v_sigma + 2 * v_pi) / 3) < 1e-8
assert abs(p_var - 4 * (v_sigma - v_pi)**2 / 45) < 1e-7

print(f"Hopping V of a bond along z: {V:.3f} eV")
print("Integration over the sphere:")
print(f"  mean hopping: {mean_quad:.6f} eV")
print(f"  mean square hopping: {square_quad:.6f} eV^2")
print(f"  variance: {var_quad:.6f} eV^2")
print(f"  standard deviation: {sd_quad:.6f} eV")
print(f"  mean / V: {mean_quad / V:.6f}")
print(f"  variance / V^2: {var_quad / V**2:.6f}")
print(f"  standard deviation / mean: {sd_quad / mean_quad:.6f}")
print(f"Random sampling, number of bonds: {n_samples}")
print(f"  mean: {mean_mc:.5f} eV")
print(f"  standard error of mean: {mean_error:.5f} eV")
print(f"  variance: {var_mc:.5f} eV^2")
print(f"  standard error of variance: {var_error:.5f} eV^2")
print(f"  V/4: {V / 4:.4f} eV")
print(f"  fraction of bonds below V/4: {weak_fraction:.4f}")
print("Wrong measure, theta uniform:")
print(f"  mean: {mean_wrong:.6f} eV")
print(f"  variance: {var_wrong:.6f} eV^2")
print("Sum of four hoppings at a site:")
print(f"  independent bonds, mean: {sum_independent.mean():.4f} eV")
print(f"  independent bonds, variance: {var_sum:.4f} eV^2")
print(f"  rigid tetrahedron, mean: {sum_tetra.mean():.4f} eV")
print(f"  rigid tetrahedron, variance: {sum_tetra.var():.4f} eV^2")
print(f"  tetrahedron, one-bond variance: {var_tetra_bond:.4f} eV^2")
print("Gaussian orbitals on two unit point charges:")
print(f"  distance: {distance:.1f} bohr")
print(f"  Gaussian exponent: {exponent:.1f} bohr^-2")
print(f"  number of bond directions: {len(weights)}")
print(f"  s-s element: {v_ss:.4f} eV")
print(f"  largest change of s-s with direction: {s_spread:.6f} eV")
print(f"  p-p sigma element: {v_sigma:.4f} eV")
print(f"  p-p pi element: {v_pi:.4f} eV")
print(f"  p_z-p_z mean over directions: {p_mean:.4f} eV")
print(f"  p_z-p_z variance: {p_var:.4f} eV^2")
print(f"  p_z-p_z standard deviation: {np.sqrt(p_var):.4f} eV")
print("all assertions hold")
```

Running it gives:

```
Hopping V of a bond along z: 1.500 eV
Integration over the sphere:
  mean hopping: 0.500000 eV
  mean square hopping: 0.450000 eV^2
  variance: 0.200000 eV^2
  standard deviation: 0.447214 eV
  mean / V: 0.333333
  variance / V^2: 0.088889
  standard deviation / mean: 0.894427
Random sampling, number of bonds: 400000
  mean: 0.49989 eV
  standard error of mean: 0.00071 eV
  variance: 0.20035 eV^2
  standard error of variance: 0.00034 eV^2
  V/4: 0.3750 eV
  fraction of bonds below V/4: 0.5009
Wrong measure, theta uniform:
  mean: 0.750000 eV
  variance: 0.281250 eV^2
Sum of four hoppings at a site:
  independent bonds, mean: 2.0016 eV
  independent bonds, variance: 0.7988 eV^2
  rigid tetrahedron, mean: 2.0000 eV
  rigid tetrahedron, variance: 0.0000 eV^2
  tetrahedron, one-bond variance: 0.2001 eV^2
Gaussian orbitals on two unit point charges:
  distance: 3.0 bohr
  Gaussian exponent: 0.5 bohr^-2
  number of bond directions: 24
  s-s element: -4.7700 eV
  largest change of s-s with direction: 0.000000 eV
  p-p sigma element: 4.5661 eV
  p-p pi element: -2.6666 eV
  p_z-p_z mean over directions: -0.2557 eV
  p_z-p_z variance: 4.6499 eV^2
  p_z-p_z standard deviation: 2.1564 eV
all assertions hold
```
